Mean thickness of an oxide film grown from Poisson-distributed seeds, part 2

An oxide film grows on a flat substrate only from point seeds, placed at random as a Poisson process of density n. All seeds start together and carry hemispheres of equal radius R, and the film is their union. Its height above a substrate point is h, with h = 0 on bare substrate. Angle brackets average over the whole plane, bare parts included. The algebra is in atomic units; the example uses nanometres. Two abbreviations are used:

a = πn,  x = R√a.

The nearest seed, at lateral distance r, sets the height √(R² − r²) if r < R. Over all points r² has an exponential distribution with mean 1/a. The height is at most z exactly when the disc of radius √(R² − z²) about the point contains no seed. A disc of area A is empty with probability exp(−nA), so

P(h ≤ z) = exp[−a(R² − z²)]  for 0 ≤ z < R,
f(z) = 2az exp[−a(R² − z²)]  for 0 < z < R,

where f is the probability density of the height on the covered part. The bare fraction is exp(−x²). The mean thickness is

⟨h⟩ = ∫₀ᴿ [1 − P(h ≤ z)] dz,
⟨h⟩ = R − D(x)/√a,

where D(x)/√a is called the deficit and D is Dawson's function:

D(x) = exp(−x²) ∫₀ˣ exp(t²) dt,
D′ = 1 − 2xD.

For large x, D ≈ 1/(2x) + 1/(4x³). The growth rate of the mean thickness, d⟨h⟩/dR, equals 2xD(x), which is also the exposed oxide area per unit area of substrate.

The example has n = 10¹² cm⁻² = 0.01 nm⁻² and R = 10 nm, reached in 100 cycles of 0.1 nm. Then 1/√a = 5.6419 nm, x = 1.77245, D(x) = 0.35369, ⟨h⟩ = 8.0045 nm and 2xD = 1.2538. For comparison, the isolated-island estimate of the mean is (2/3)πnR³, and the closed-film estimate of the deficit is 1/(2πnR).

12. The largest deficit and the fastest growth

The deficit D(x)/√a is stationary when D′ = 0, that is, when 2xD = 1. Differentiating D′ = 1 − 2xD once more gives

D″ = −2D − 2xD′.

Where D′ = 0 this equals −2D, which is negative for x > 0. Every stationary point is thus a maximum. Two maxima would need a minimum between them, so there is one. Numerically it lies at x = 0.9241 with D = 0.5410. At the example's density this is R = 5.21 nm, with a deficit of 3.05 nm.

The growth rate g = 2xD = 1 − D′ is stationary when D″ = 0. Substituting D′ = 1 − 2xD into D″ = 0 gives

−2D − 2x(1 − 2xD) = 0,
D(2x² − 1) = x,
D = x/(2x² − 1).

The stationary value of the rate is therefore 2x²/(2x² − 1), which exceeds one. To identify its type, differentiate D″ again:

D‴ = −2D′ − 2D′ − 2xD″ = −4D′ − 2xD″.

At the stationary point D″ = 0, so g″ = −D‴ = 4D′. The condition D″ = 0 also gives D′ = −D/x < 0, so g″ < 0. Again every stationary point is a maximum, and there can be at most one. One does exist, because g starts from zero and approaches one from above: the expansion for large x gives g ≈ 1 + 1/(2x²). It lies at x = 1.5020, where g = 1.2847. At the example's density this is R = 8.47 nm.

Growth thus has three stages in the model. While x < 0.924 the exposed oxide area is less than the substrate area, the mean thickness grows more slowly than R, and the deficit increases. Beyond that point the area exceeds that of the substrate and the film recovers the lost thickness. Beyond x = 1.50 the exposed area decreases again and the rate falls towards one. The following values hold at n = 10¹² cm⁻²:

R (nm)  mean (nm)  deficit (nm)  bare (%)  rate
2    0.159    1.841     88.2    0.231
5    1.952    3.048     45.6    0.958
10   8.005    1.995     4.32    1.254
15   13.836   1.164     0.085   1.097
20   19.168   0.832     0.00035  1.046

13. An apparent delay without any delay

Suppose that thickness is plotted against the number of cycles, and that a straight line is extended back to zero thickness to find a number of lost cycles. In the present model such a line can mislead. The tangent to ⟨h⟩ at radius R reaches zero thickness at the radius

R₀ = R − ⟨h⟩/(2xD).

At R = 10 nm,

R₀ = 10 − 8.0045/1.2538 = 3.6 nm,

which is 36 cycles of 0.1 nm. At R = 20 nm,

R₀ = 20 − 19.168/1.0459 = 1.7 nm,

or 17 cycles. Yet every seed began to grow in the first cycle. The intercept comes from the curvature of the thickness curve, and it depends on where the line is drawn. In this model, then, an intercept is not the time at which nucleation began. Nor does subtracting it from R give the mean thickness, even for the film at which the tangent was drawn: at R = 10 nm the result is 6.4 nm instead of 8.0 nm, because the slope of the line is not one.

14. Roughness

The mean square height follows from the same kind of argument as the mean. Since h² = ∫₀ʰ 2z dz,

⟨h²⟩ = ∫₀ᴿ 2z [1 − P(h ≤ z)] dz
  = R² − exp(−aR²) ∫₀ᴿ 2z exp(az²) dz.

The last integrand is the derivative of exp(az²)/a, so the integral is [exp(aR²) − 1]/a and

⟨h²⟩ = R² − [1 − exp(−x²)]/a.

The root-mean-square roughness is σ = √(⟨h²⟩ − ⟨h⟩²). For the example 1/a = 5.6419² = 31.83 nm², and

⟨h²⟩ = 100 − 31.831 × 0.95679 = 69.54 nm²,
σ = √(69.54 − 64.07) = 2.34 nm.

This is 29 % of the mean thickness, with the bare parts included. For a thick film the height is approximately R − r²/(2R), where r² has an exponential distribution. Such a distribution has a standard deviation equal to its mean, here 1/a. To leading order, therefore, σ ≈ 1/(2aR), the same as the deficit.

15. The thickness that a capacitor sees

Suppose that a metal gate follows the oxide surface, and treat each small area as a parallel-plate capacitor of local thickness h. In atomic units its capacitance per area is εᵣ/(4πh), where εᵣ is the relative permittivity of the oxide. The average needed is that of 1/h, taken over the covered part because the bare part has no oxide capacitor:

∫₀ᴿ (1/z) f(z) dz = 2a ∫₀ᴿ exp[−a(R² − z²)] dz = 2√a D(x).

The factor z in f(z) cancels 1/z, and the integral is finite. It is still normalised to the whole plane. A uniform oxide over the covered fraction 1 − exp(−x²) would have the same capacitance if its thickness were

d = [1 − exp(−x²)] / [2√a D(x)].

In the example 2√a D = 2 × 0.35369/5.6419 = 0.12538 nm⁻¹, so

d = 0.9568/0.12538 = 7.63 nm.

The mean thickness over the covered part is 8.0045/0.9568 = 8.37 nm. The capacitor thickness is about 9 % less than this, because thin places count for more in an average of 1/h. In the local-plate approximation d is thus the thickness to enter when the covered area is entered as the capacitor area, provided that the bare parts are kept out of contact with the gate and their own capacitance is neglected. Entered with the whole gate area, d would make the capacitance too large by the factor 1/0.9568, or by 4.5 %. The thickness to use with the whole area is 1/(0.12538 nm⁻¹) = 7.98 nm. If the metal touches the channel through a hole, current can leak through the contact and neither thickness describes the structure. If the channel acts as a metal, the local-plate sum is also a lower bound on the capacitance, because it forces the field lines to be vertical. The error is not negligible even under the tops of islands, because the gate also surrounds the oxide from the sides. At the centre of the base of an isolated hemisphere the true field is 1.5 times the local-plate value. Neighbouring islands reduce the factor to about 1.2 in the example film. Summed over the substrate points that lie more than 1 nm inside the rim of the nearest island, the true charge is roughly 30 % above the local-plate sum. The error thus exceeds the 9 % difference found above, and it is largest at the steep feet. If the gate follows a foot down to the edge of a hole, metal and channel approach each other at a right angle, and the true capacitance grows logarithmically as the remaining gap closes. For a metallic channel both thicknesses are therefore upper estimates. A semiconductor channel such as MoS2 adds a capacitance of its own in series. This lowers the total, and at low electron density it can outweigh the correction for the field lines.

16. When the film is closed

The bare fraction exp(−aR²) never reaches zero at finite R, because a Poisson process has empty discs of every size somewhere on an infinite plane. A bare fraction p requires

R = √[ln(1/p)/a].

For p = 10⁻⁶ and the example's density, R = √(13.82 × 31.83 nm²) = 20.97 nm. That is 210 cycles, and the mean thickness is then 20.2 nm. This fraction is a mean area. On a device of 1 μm², or 10⁶ nm², it corresponds to an average of 1 nm² of bare substrate, so it does not guarantee that a given device has no hole.

At fixed p the required radius varies as n^(−1/2). Ten times as many seeds would reduce it to 20.97/√10 = 6.6 nm, if they were still random, simultaneous and small compared with their spacing.

17. What the assumptions are worth

Each assumption can be relaxed separately at R = 10 nm and n = 10¹² cm⁻². The reference values are a mean of 8.00 nm and a bare fraction of 4.3 %.

Seeds of finite size cannot lie arbitrarily close together. In a simulation, seeds were placed one at a time at random, and any seed within 3 nm of an earlier one was refused until the full number had been placed. The mean rose to 8.27 nm, by 3 %, and the bare fraction fell to 2.8 %. At equal density, separated seeds waste less of their area on overlap.

Seeds may not all start together. Let the starting times be spread evenly over the first 2 nm of growth, with the final number of seeds unchanged. The final radii q are then uniform between 8 and 10 nm. A seed of radius q lifts the film above z if it lies within √(q² − z²), and seeds of different radius form independent Poisson processes. Their empty-disc probabilities multiply, so a in the exponent now multiplies the average of q² − z² over all radii, with negative values replaced by zero. The mean thickness falls to 6.84 nm, by 14 to 15 %, and the bare fraction rises to 7.8 %. A late seed already covered by an older island is included in the number of seeds but does not change the height: both radii grow by the same amount, so its hemisphere remains inside the older one.

Islands may spread sideways more slowly than they rise. If each island is a half-ellipsoid of height R and lateral radius cR, the empty disc has radius c√(R² − z²), and a is replaced by c²a in the height distribution, which gives

⟨h⟩ = R − D(cx)/(c√a).

For c = 0.8 the mean is 6.82 nm, 15 % lower, and the bare fraction is 13.4 %.

Seed density may vary across the surface. Let half of the area have density 0.5n and half 1.5n, in patches much wider than an island. The mean is 7.4 nm, 7 % lower, and the bare fraction is 10.8 %. The direction of the change is general for such patches: at every level z, the covered probability 1 − exp[−πn(R² − z²)] is a concave function of n, so varying n at fixed average lowers it.

Thin places also limit the voltage. For 1 V and a rough breakdown field of 5 MV/cm, or 0.5 V/nm, the critical thickness is 2 nm. The fraction of the area below it is exp[−a(100 − 4) nm²] = 4.9 %, of which 4.3 % is bare. With a rough limit of 3 nm for appreciable tunnelling, the fraction is 5.7 %. Counted by vertical thickness, most of this area is bare substrate. The count understates the weak oxide, however, because beside a steep foot the gate is much nearer sideways than upwards. Under an isolated island, a substrate point at distance r from the centre has oxide of height √(R² − r²) above it but lies only R − r from the island's edge. At r = 9 nm these lengths are 4.4 nm and 1 nm. Counted by the shortest distance to the film surface, the area within 2 nm is roughly twice the vertical count for this film. The fractions also ignore field crowding at the island feet and do not predict a leakage current.

18. The model beside a real process

The example is set in the regime of aluminium oxide grown by atomic layer deposition on MoS2. The basal plane of MoS2 has few sites to which the precursors can bind chemically, and growth tends to begin at defects and edges. The growth of 0.1 nm per cycle is a rough typical value. The seed density of 10¹² cm⁻² is a rough choice within a range that varies widely with the crystal and its treatment, and the result should be recomputed for any other density. An island radius of 10 nm is large for a scaled gate oxide, for which a few nanometres are wanted. At this density the model leaves 46 % of the surface bare at R = 5 nm, so a thin continuous film needs many more seeds or a separate seed layer.

Real surfaces can break several assumptions at once. Seeds gather along steps and grain boundaries, nucleation continues during growth, and precursor held weakly on the basal plane can start oxide away from defects. Of the single changes sized above, slower lateral growth and spread-out nucleation move the mean most, each by about 15 % downwards. These sizes belong to the chosen amounts of delay and flattening and are not bounds. The changes were computed one at a time, and their sum need not give the combined effect. With the amounts chosen in part 17, a mean thickness of 8 nm for this film is too high by a little over a nanometre if one of these two departures is present, and by more if both are. A longer delay or a flatter island lowers the mean further. The bare fraction is more sensitive still. The remaining values are in the numerical output that follows.

Calculated quantities

```
seed density: 1.0e+12 cm^-2
island radius: 10.0 nm
radius growth per cycle: 0.10 nm
cycles: 100
length 1/sqrt(pi n): 5.6419 nm
x: 1.77245; D(x): 0.35369
mean thickness: 8.0045 nm = 80.045 angstrom
deficit: 1.9955 nm = 19.955 angstrom
simulated mean: 8.015 +/- 0.011 nm
isolated-island estimate: 20.944 nm
closed-film deficit estimate: 1.592 nm
bare fraction: 4.321 %
rms roughness, bare parts included: 2.339 nm
d<h>/dR = exposed area ratio: 1.2538
simulated d<h>/dR: 1.254 +/- 0.001
simulated area ratio: 1.260 +/- 0.005
mean growth per cycle: 0.1254 nm
mean over covered part: 8.366 nm
local-plate thickness, covered part: 7.631 nm
largest deficit: x = 0.9241, D = 0.5410
  at R = 5.214 nm, deficit = 3.053 nm
largest d<h>/dR: x = 1.5020, value = 1.2847
  at R = 8.474 nm
R (nm), mean (nm), deficit (nm), bare (%), d<h>/dR:
  2, 0.159, 1.841, 88.19114, 0.2313
  5, 1.952, 3.048, 45.59381, 0.9576
  10, 8.005, 1.995, 4.32139, 1.2538
  15, 13.836, 1.164, 0.08514, 1.0969
  20, 19.168, 0.832, 0.00035, 1.0459
radius for bare fraction 1e-06: 20.97 nm
  mean there: 20.18 nm
Neglected effects: mean (nm), bare (%)
  seed spacing >= 3 nm: 8.267, 2.79
    standard errors: 0.008 nm, 0.08 %
  nucleation over first 2 nm: 6.844, 7.77
  lateral/height 0.8: 6.816, 13.39
  density patches 0.5n and 1.5n: 7.405, 10.84
voltage: 1.0 V; breakdown field: 5.0 MV/cm
area thinner than breakdown height 2.0 nm: 4.90 %
area thinner than tunnelling height 3.0 nm: 5.73 %
```
